# The Mott thermopower formula and its ten-percent limit: a program that tests the result

```python
"""
Result under test: the Mott formula
    S_M = -(pi^2 k^2 T / 3e) d ln Sigma / d energy   (taken at energy = mu)
is the leading low-temperature form of the Seebeck coefficient
    S = -K1 / (e T K0),  Kn = integral Sigma (energy-mu)^n (-df/d energy).
For Sigma ~ energy^s (parabolic band, relaxation time ~ energy^r, s = r + 3/2)
we find the reduced Fermi level eta = mu/kT below which S_M errs by over 10 %.
Symbols: e = elementary charge (electrons carry -e), k = Boltzmann constant,
mu = chemical potential from the band edge, f = Fermi function.
Reduced Seebeck values are -S in units of k/e, hence positive for electrons.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

PI = np.pi
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(20)


def composite_nodes(lower, upper, panels=100):
    edges = np.linspace(lower, upper, panels + 1)
    half = 0.5 * np.diff(edges)
    middle = 0.5 * (edges[1:] + edges[:-1])
    nodes = (middle[:, None] + half[:, None] * GAUSS_X).ravel()
    weights = (half[:, None] * GAUSS_W).ravel()
    return nodes, weights


ROOT_NODES, ROOT_WEIGHTS = composite_nodes(0.0, 1.0)


def energy_nodes(eta):
    """Nodes in x = energy/kT; x = u^2 removes the square-root edge."""
    top = np.sqrt(eta + 45.0)
    u = top * ROOT_NODES
    return u**2, 2.0 * u * top * ROOT_WEIGHTS


def transport_integrals(eta, s):
    x, w = energy_nodes(eta)
    window = expit(x - eta) * expit(eta - x)
    weighted = w * x**s * window
    return weighted.sum(), (weighted * (x - eta)).sum()


def seebeck_full(eta, s):
    k0, k1 = transport_integrals(eta, s)
    return k1 / k0


def seebeck_mott(eta, s):
    return PI**2 * s / (3.0 * eta)


def mott_error(eta, s):
    return seebeck_mott(eta, s) / seebeck_full(eta, s) - 1.0


def fermi_integral(j, eta):
    x, w = energy_nodes(eta)
    return (w * x**j * expit(eta - x)).sum()


def seebeck_open_circuit(eta, r):
    """Signed S from the Boltzmann equation in momentum space.
    Units: e = hbar = mass = kT = 1; gradients taken by finite differences."""
    k, wk = composite_nodes(0.0, np.sqrt(2.0 * (eta + 45.0)))
    k, wk = k[:, None], wk[:, None]
    cosine, wc = GAUSS_X[None, :], GAUSS_W[None, :]
    kx, k_perp_squared = k * cosine, k**2 * (1.0 - cosine**2)
    grad_mu, grad_t, h = 0.7, 0.4, 1.0e-4

    def occupation(position, kx_value):
        energy = 0.5 * (kx_value**2 + k_perp_squared)
        local_mu = eta + grad_mu * position
        local_t = 1.0 + grad_t * position
        return expit((local_mu - energy) / local_t)

    df_dx = (occupation(h, kx) - occupation(-h, kx)) / (2 * h)
    df_dk = (occupation(0, kx + h) - occupation(0, kx - h)) / (2 * h)
    measure = wk * wc * k**2 * (0.5 * k**2)**r
    field = (measure * kx**2 * df_dx).sum() / (measure * kx * df_dk).sum()
    return (field + grad_mu) / grad_t


# Moments of the thermal window
x, w = composite_nodes(-45.0, 45.0)
window = expit(x) * expit(-x)
moments = [(w * window * x**n).sum() for n in (0, 2, 4)]
assert np.allclose(moments, [1.0, PI**2 / 3, 7 * PI**4 / 15], rtol=1e-10)

# Momentum-space zero-current condition against the energy integrals
cases = [(-0.5, "r=-1/2"), (0.0, "r=0   "), (1.5, "r=3/2 ")]
for r, _ in cases:
    for eta in (0.5, 4.0):
        signed = seebeck_open_circuit(eta, r)
        assert abs(signed + seebeck_full(eta, r + 1.5)) < 1e-5

# Mott formula and its first correction for a Sigma that is no power law
energy = sp.symbols("energy", real=True)
sigma_expr = 1 + sp.tanh(energy) / 2
mu_test, kt_test = 0.4, 0.01
d0, d1, d2, d3 = [float(sp.diff(sigma_expr, energy, n).subs(energy, mu_test))
                  if n else float(sigma_expr.subs(energy, mu_test))
                  for n in range(4)]
sigma_values = 1 + 0.5 * np.tanh(mu_test + kt_test * x)
full_test = ((w * window * sigma_values * x).sum()
             / (w * window * sigma_values).sum())
mott_test = PI**2 / 3 * kt_test * d1 / d0
measured = (full_test / mott_test - 1) / kt_test**2
predicted = 7 * PI**2 / 30 * d3 / d1 - PI**2 / 6 * d2 / d0
assert abs(full_test / mott_test - 1) < 1e-3
# tolerance covers the next power of temperature
assert abs(measured / predicted - 1) < 0.02

# Power-law corrections, separately for K0, K1 and their ratio
eta_far = 200.0
for r, _ in cases:
    s = r + 1.5
    k0, k1 = transport_integrals(eta_far, s)
    part0 = eta_far**2 * (k0 / eta_far**s - 1)
    part1 = eta_far**2 * (k1 / (PI**2 / 3 * s * eta_far**(s - 1)) - 1)
    ratio = eta_far**2 * (1 - seebeck_full(eta_far, s)
                          / seebeck_mott(eta_far, s))
    for found, formula in (
            (part0, PI**2 * s * (s - 1) / 6),
            (part1, 7 * PI**2 * (s - 1) * (s - 2) / 30),
            (ratio, PI**2 * (s - 1) * (7 - s) / 15)):
        assert abs(found - formula) < 1e-3 * (1 + abs(formula))

# Fermi-integral form obtained by integration by parts
for r, _ in cases:
    s = r + 1.5
    for eta in (0.0, 3.0, 15.0):
        by_parts = ((s + 1) * fermi_integral(s, eta)
                    / (s * fermi_integral(s - 1, eta)) - eta)
        assert abs(by_parts - seebeck_full(eta, s)) < 1e-9

# For s = 1 the error is exponentially small
eta_exp = 12.0
exp_law = np.exp(-eta_exp) * (1 / eta_exp + 3 * (eta_exp + 2) / PI**2)
exp_found = mott_error(eta_exp, 1.0)
assert abs(exp_found / exp_law - 1) < 1e-3

# Ten-percent thresholds, with a scan for any other crossing
thresholds = {}
scan = np.arange(0.05, 60.0, 0.05)
for r, _ in cases:
    s = r + 1.5
    root = brentq(lambda eta: mott_error(eta, s) - 0.1, 0.5, 30.0, xtol=1e-11)
    errors = np.array([mott_error(eta, s) for eta in scan])
    assert np.all(errors[scan < root] > 0.1)
    assert np.all(np.abs(errors[scan > root]) < 0.1)
    thresholds[r] = root

# Worked model: free-electron mass, two spin states, constant relaxation time
temperature = 300.0
kt = const.k * temperature
unit = const.k / const.e * 1e6
eta_star = thresholds[0.0]
f_half = fermi_integral(0.5, eta_star)
density = (2 * const.m_e * kt / const.hbar**2)**1.5 * f_half / (2 * PI**2)
k_top = np.sqrt(2 * const.m_e * kt * (eta_star + 45)) / const.hbar
k, wk = composite_nodes(0.0, k_top)
occupation_k = expit(eta_star - (const.hbar * k)**2 / (2 * const.m_e * kt))
density_k = 2 * (wk * 4 * PI * k**2 * occupation_k).sum() / (2 * PI)**3
assert abs(density_k / density - 1) < 1e-9
fermi_energy = (const.hbar**2 * (3 * PI**2 * density)**(2 / 3)
                / (2 * const.m_e))
eta_zero = fermi_energy / kt
error_zero = seebeck_mott(eta_zero, 1.5) / seebeck_full(eta_star, 1.5) - 1

print(f"k/e = {unit:.3f} microvolt/K")
print("window moments 0, 2, 4: " + ", ".join(f"{m:.5f}" for m in moments))
print(f"tanh model, mu = {mu_test}, kT = {kt_test} (model energy units):")
print(f"  (S/S_M - 1)/(kT)^2 = {measured:.4f}, formula {predicted:.4f}")
print("10 % thresholds in eta (dimensionless):")
for r, label in cases:
    s = r + 1.5
    c = PI**2 * (s - 1) * (7 - s) / 15
    print(f"  {label} s={s:.1f}: eta = {thresholds[r]:.4f}, c = {c:.4f}, "
          f"sqrt(11c) = {np.sqrt(11 * c):.4f}")
print(f"s=1, eta={eta_exp:.0f}: error {exp_found:.4e}, law {exp_law:.4e}")
print("s=1.5, parts of the 1/eta^2 correction to S/S_M:")
print(f"  from K0 {-PI**2 * 1.5 * 0.5 / 6:.4f}, "
      f"from K1 {7 * PI**2 * 0.5 * (-0.5) / 30:.4f}")
print("constant relaxation time, S in microvolt/K:")
print(f"  eta= 0: full {-unit * seebeck_full(0.0, 1.5):.2f}, Mott diverges")
for eta in (1.0, 2.0, 3.0, 4.0, 5.0, 10.0, 20.0):
    print(f"  eta={eta:2.0f}: full {-unit * seebeck_full(eta, 1.5):.2f}, "
          f"Mott {-unit * seebeck_mott(eta, 1.5):.2f}, "
          f"error {100 * mott_error(eta, 1.5):.2f} %")
print(f"at the threshold, constant relaxation time, T = {temperature:.0f} K:")
print(f"  full S = {-unit * seebeck_full(eta_star, 1.5):.2f} microvolt/K")
print(f"  Mott S = {-unit * seebeck_mott(eta_star, 1.5):.2f} microvolt/K")
print(f"  kT = {kt / const.e * 1e3:.3f} meV")
print(f"  mu = {eta_star * kt / const.e * 1e3:.2f} meV")
print(f"  F_1/2 = {f_half:.4f} (unnormalized)")
print(f"  carrier density = {density * 1e-6:.4e} cm^-3")
print(f"  zero-temperature Fermi energy / kT = {eta_zero:.4f}")
print(f"  Mott error with that energy for mu = {100 * error_zero:.2f} %")
print("every check passed")
```

It prints:

```
k/e = 86.173 microvolt/K
window moments 0, 2, 4: 1.00000, 3.28987, 45.45758
tanh model, mu = 0.4, kT = 0.01 (model energy units):
  (S/S_M - 1)/(kT)^2 = -2.1617, formula -2.1617
10 % thresholds in eta (dimensionless):
  r=-1/2 s=1.0: eta = 2.9747, c = 0.0000, sqrt(11c) = 0.0000
  r=0    s=1.5: eta = 4.5567, c = 1.8094, sqrt(11c) = 4.4614
  r=3/2  s=3.0: eta = 6.9362, c = 5.2638, sqrt(11c) = 7.6093
s=1, eta=12: error 2.6659e-05, law 2.6659e-05
s=1.5, parts of the 1/eta^2 correction to S/S_M:
  from K0 -1.2337, from K1 -0.5757
constant relaxation time, S in microvolt/K:
  eta= 0: full -244.17, Mott diverges
  eta= 1: full -187.59, Mott -425.25, error 126.69 %
  eta= 2: full -145.45, Mott -212.62, error 46.18 %
  eta= 3: full -115.39, Mott -141.75, error 22.85 %
  eta= 4: full -94.03, Mott -106.31, error 13.07 %
  eta= 5: full -78.58, Mott -85.05, error 8.23 %
  eta=10: full -41.74, Mott -42.52, error 1.88 %
  eta=20: full -21.17, Mott -21.26, error 0.46 %
at the threshold, constant relaxation time, T = 300 K:
  full S = -84.84 microvolt/K
  Mott S = -93.32 microvolt/K
  kT = 25.852 meV
  mu = 117.80 meV
  F_1/2 = 6.8903 (unnormalized)
  carrier density = 1.9510e+20 cm^-3
  zero-temperature Fermi energy / kT = 4.7448
  Mott error with that energy for mu = 5.64 %
every check passed
```
